# The critical nuclear charge at E = −m and Popov's small-radius estimate

## 1. From the point charge to a threshold condition

### What goes wrong with a point charge

Take one electron of mass $m$ in the field of a fixed charge $Ze$, and write $\zeta=Z\alpha$, with $\hbar=c=1$. For a point charge the lowest Dirac level is $E=m\sqrt{1-\zeta^2}$. It falls to $E=0$ at $\zeta=1$ and is imaginary beyond. The formula therefore cannot say at what charge the level reaches $E=-m$, the edge of the lower continuum. To see what is missing, I first rederive the formula.

The Hamiltonian is $\boldsymbol\alpha\cdot\mathbf p+\beta m+V(r)$. For a central potential the spinor can be written as

$$\psi=\frac1r\begin{pmatrix}G(r)\,\Omega_\kappa\\ iF(r)\,\Omega_{-\kappa}\end{pmatrix},$$

where the spin-angular functions obey $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$ and $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. Thus $\kappa=-1$ for $s_{1/2}$ and $\kappa=+1$ for $p_{1/2}$. Since $\sigma_r^2=1$ and $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r$,

$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right),\qquad
\boldsymbol\sigma\cdot\mathbf p\,\frac Gr\Omega_\kappa=\frac ir\left(G'+\frac{\kappa}{r}G\right)\Omega_{-\kappa}.$$

In the second formula, $(G/r)'$ supplies $-G/r^2$, which removes the 1 from $\kappa+1$. The lower row of the Dirac equation says that this equals $(E+m-V)\,iF\Omega_{-\kappa}/r$. The upper row follows in the same way with $\kappa\to-\kappa$, and the factor $i\cdot i=-1$ fixes its sign. The radial system is

$$G'=-\frac{\kappa}{r}G+(E+m-V)F,\qquad F'=\frac{\kappa}{r}F+(m-E+V)G. \tag{1}$$

For a point charge, $V=-\zeta/r$. Put $\kappa=-1$ and try $G=r^se^{-\lambda r}$, $F=bG$. Comparing the powers of $r$ in the two equations gives

$$s-1=\zeta b,\quad -\lambda=(E+m)b,\qquad b(s+1)=-\zeta,\quad -b\lambda=m-E.$$

The first and third relations multiply to $s^2-1=-\zeta^2$, and they divide to $b^2=(1-s)/(1+s)$. The other two give $b^2=(m-E)/(m+E)$. Hence $E=ms$ with $s=\sqrt{1-\zeta^2}$. For $\zeta\ll1$ this is $m-m\zeta^2/2$, the nonrelativistic ground state plus the rest energy, as it should be.

The trouble lies at the origin. The possible powers there are $r^{s}$ and $r^{-s}$. For $\zeta<1$ the less singular one is chosen. For $\zeta>1$ they become $r^{\pm ig}$, with

$$g=\sqrt{\zeta^2-1}. \tag{2}$$

Both have modulus one, so neither is less singular. Their real combinations are $\cos(g\ln r+\delta)$, and the point charge does not fix $\delta$. A nucleus of finite radius does fix it.

### The equation at the edge of the continuum

Let the charge sit on a thin shell of radius $R$:

$$V=-\frac{\zeta}{r}\ (r>R),\qquad V=-\frac{\zeta}{R}\ (r<R).$$

The nucleus is static, and there are no other electrons and no radiative corrections. Far away, (1) gives $G''\approx(m^2-E^2)G$. A bound tail exists for $|E|<m$; for $E<-m$ the solutions oscillate. The value $E=-m$ is the borderline, and whether a bound state survives there has to be worked out.

At $E=-m$ and $r>R$ the two coefficients in (1) are $E+m-V=\zeta/r$ and $m-E+V=2m-\zeta/r$. The first equation then gives

$$\zeta F=rG'+\kappa G. \tag{3}$$

Differentiating, $\zeta F'=rG''+G'+\kappa G'$. The second equation, multiplied by $\zeta$ and with (3) inserted, gives

$$\zeta F'=\kappa G'+\frac{\kappa^2}{r}G+2m\zeta G-\frac{\zeta^2}{r}G.$$

The terms $\kappa G'$ cancel when these are equated. Multiplication by $r$ leaves

$$r^2G''+rG'=\left(\kappa^2-\zeta^2+2m\zeta r\right)G. \tag{4}$$

Near the origin the last term drops out and $G\sim r^{\pm\sqrt{\kappa^2-\zeta^2}}$, the same powers as before. Far out, $G''\approx(2m\zeta/r)G$ has a positive coefficient, so there is still a barrier. Its origin is the square of the local classical momentum,

$$(E-V)^2-m^2=\left(-m+\frac{\zeta}{r}\right)^2-m^2=-\frac{2m\zeta}{r}+\frac{\zeta^2}{r^2},$$

which is negative at large $r$. The attraction that binds an electron near $E=+m$ acts as a repulsive Coulomb barrier near $E=-m$.

### Bessel functions of imaginary order

The left side of (4) is $(r\,d/dr)^2G$. The barrier integral $\int\sqrt{2m\zeta/r}\,dr=\sqrt{8m\zeta r}$ suggests the variable

$$x=\sqrt{8m\zeta r},\qquad r\frac{d}{dr}=\frac12\,x\frac{d}{dx},\qquad 2m\zeta r=\frac{x^2}{4}.$$

Multiplying (4) by 4 gives the modified Bessel equation

$$\left(x\frac{d}{dx}\right)^2G=(x^2+\nu^2)G,\qquad \nu^2=4(\kappa^2-\zeta^2). \tag{5}$$

For $|\kappa|=1$ and $\zeta>1$ the order is imaginary, $\nu=2ig$. The solution needed is

$$K_\nu(x)=\int_0^\infty e^{-x\cosh t}\cosh(\nu t)\,dt. \tag{6}$$

To see that it solves (5), apply $(x\,d/dx)^2-x^2$ to the exponential. The result is $(x^2\sinh^2t-x\cosh t)e^{-x\cosh t}$, which equals $\partial_t^2e^{-x\cosh t}$. Two integrations by parts move the derivatives onto $\cosh\nu t$ and produce $\nu^2$. The boundary terms contain $\sinh t$ or $\sinh\nu t$ at $t=0$ and a vanishing exponential at infinity, so they are zero.

For $\nu=2ig$ the hyperbolic cosine becomes $\cos(2gt)$ and $K_{2ig}(x)$ is real. At large $x$ the integral comes from small $t$, where $\cosh t\approx1+t^2/2$. Therefore

$$K_{2ig}(x)\approx\sqrt{\frac{\pi}{2x}}\,e^{-x},\qquad x=\sqrt{8m\zeta r}.$$

A second solution $y$ of (5) has $x(Ky'-K'y)$ constant, so $(y/K)'\propto1/(xK^2)\propto e^{2x}$, and $y$ grows as $e^{x}$ up to a power. It must be discarded. The kept solution, with $F$ from (3), is square integrable. The level is thus still a localized bound state when it touches the continuum, although its tail falls as the exponential of $\sqrt r$ instead of $r$.

### Inside the shell

Inside, write $a=E+m-V=\zeta/R$ and $b=m-E+V=2m-\zeta/R$, both constant. Differentiate the first equation of (1) and insert $F'=\kappa F/r+bG$ and $aF=G'+\kappa G/r$:

$$G''=\frac{\kappa}{r^2}G-\frac{\kappa}{r}G'+\frac{\kappa}{r}\left(G'+\frac{\kappa}{r}G\right)+abG
=\left[\frac{\kappa(\kappa+1)}{r^2}-k^2\right]G,$$

$$k^2=-ab=\frac{\zeta^2}{R^2}-\frac{2m\zeta}{R}. \tag{7}$$

For $\kappa=-1$ the centrifugal term vanishes, and $G\propto\sin kr$. The alternative $\cos kr$ would make $F=(G'-G/r)/a$ diverge as $1/r$ at the centre.

The potential has no infinite jump, so $G$ and $F$ are continuous at $R$. Because $V$ itself is also continuous there, the first equation of (1) makes $G'$ continuous as well. Hence $RG'/G$ must agree on the two sides:

$$\frac{x}{2}\,\frac{K_{2ig}'(x)}{K_{2ig}(x)}=kR\cot kR,\qquad x=\sqrt{8m\zeta R}. \tag{8}$$

The prime on $K$ is a derivative in $x$. Within the shell model, (8) holds for any $R$, with no small-radius approximation.

A first limit to examine is $\zeta\le1$. There $\nu$ is real, and (6) shows that $K_\nu>0$ and $K_\nu'<0$, so the left side is negative. On the right, $kR<\zeta\le1<\pi/2$, which makes $kR\cot kR$ positive. If $\zeta<2mR$, then $k$ is imaginary and the right side is $|k|R\coth|k|R$, again positive. There is no threshold solution for $\zeta\le1$. The critical coupling $\zeta_c$ exceeds one for every radius.

### Which root is the 1s level

Differentiate $E=\langle\psi|H|\psi\rangle$ with respect to $\zeta$ for a normalized state. The terms with $d\psi/d\zeta$ combine to $E\,d\langle\psi|\psi\rangle/d\zeta=0$, so

$$\frac{dE}{d\zeta}=\left\langle\frac{\partial V}{\partial\zeta}\right\rangle
=-\frac{\int_0^\infty w(r)(G^2+F^2)\,dr}{\int_0^\infty(G^2+F^2)\,dr}<0, \tag{9}$$

with $w=1/R$ inside the shell and $w=1/r$ outside. A level moves down steadily as the charge grows and meets $-m$ once.

The number of zeros of $G$ labels the level on the way. A new pair of zeros could appear at a finite radius only if $G$ and $G'$ vanished together there at some coupling. But $E+m-V>0$ for all $E\ge-m$, so (1) would then force $F=0$ too, and the whole solution would vanish. Nor can a zero enter from the centre, where $G\propto r$, or from the far barrier, where the solution decays. The 1s state has no zero of $G$ at weak coupling, hence none at threshold.

### A first set of numbers

Take the round parameter $mR=0.02$, which is $R=7.72$ fm. I solved (8) numerically, scanning upward from $\zeta=1$ and refining the first change of sign. The root is $g=0.74757$, so

$$\zeta_c=\sqrt{1+0.74757^2}=1.2485,\qquad Z_c=137.036\times1.2485=171.1.$$

At this root $x=0.447$ and $kR=\sqrt{1.2485^2-2(1.2485)(0.02)}=1.228$. Both sides of (8) are then 0.438.

The route down to threshold can be followed at energies above $-m$. For this I integrated (1) numerically, outward from the centre and inward from large $r$, and adjusted $\zeta$ until $F/G$ agreed at $R$ for the nodeless state.

| $E/m$ | $\zeta$ |
|---|---|
| 0.50 | 0.8719 |
| 0.00 | 1.0746 |
| −0.50 | 1.1782 |
| −0.90 | 1.2360 |
| −1.00 | 1.2485 |

The finite nucleus carries the level smoothly through $\zeta=1$, where the point-charge formula stops. For comparison, that formula puts $E=0.5\,m$ at $\zeta=\sqrt{1-0.25}=0.866$, close to the first entry. The finite radius has raised the required coupling slightly, because the potential inside the shell is shallower than $-\zeta/r$.

The descent is steep. Between the last two rows the mean slope is $-0.1\,m/0.0125\approx-8\,m$. Formula (9), evaluated by quadrature with the Bessel state at threshold, gives $dE/d\zeta=-8.15\,m$, and a difference quotient of the integrated energies near $-m$ gives the same value to the digits shown. The mean radius of the threshold state is $0.314/m$, about 121 fm. This is some sixteen times the nuclear radius, yet below the Compton length $1/m$.

## 2. The small-radius law and its range

### What is carried over

The coupling is $\zeta=Z\alpha$, and $g=\sqrt{\zeta^2-1}$. The radial function $G$ is $r$ times the upper component, $\kappa=-1$ denotes $s_{1/2}$, and the charge lies on a shell of radius $R$. At $E=-m$ and outside the shell,

$$\left(r\frac{d}{dr}\right)^2G=(-g^2+2m\zeta r)G,\qquad G=K_{2ig}(x),\quad x=\sqrt{8m\zeta r}, \tag{10}$$

$$K_{2ig}(x)=\int_0^\infty e^{-x\cosh t}\cos(2gt)\,dt. \tag{11}$$

At $r=R$ the logarithmic derivative $RG'/G$ equals $kR\cot kR$, with $k^2R^2=\zeta^2-2m\zeta R$. There is no solution for $\zeta\le1$, and the 1s state is the one without a zero of $G$. For $mR=0.02$ the full condition gives $\zeta_c=1.2485$.

### A box in the logarithm of the radius

Set $\tau=\ln r$. While $mr$ is small, (10) reads $d^2G/d\tau^2=-g^2G$, a free wave of wavenumber $g$ in $\tau$. The term $2m\zeta r$ rises exponentially in $\tau$ and acts as a wall near $r\sim1/m$. At the other end the nucleus imposes a slope $dG/d\tau$ comparable with $G$ itself. A slow wave with $g\ll1$ can have such a slope only near one of its zeros, so the nucleus acts as a second wall near $\tau=\ln R$.

The box has length about $L=\ln(1/mR)$. The lowest standing wave needs half a wavelength, $gL\approx\pi$, and $\zeta=\sqrt{1+g^2}\approx1+g^2/2$ gives

$$\zeta_c\approx1+\frac{\pi^2}{2\ln^2(1/mR)}. \tag{12}$$

This is Popov's estimate. It is a leading term for $mR\to0$, not an equality at finite radius. The positions of the two walls, left vague here, determine its first correction.

### The phase of the Bessel function

Put $\mu=2g$ and integrate (11) once by parts. The boundary terms vanish, and

$$K_{i\mu}(x)=\frac1\mu\int_0^\infty x\sinh t\;e^{-x\cosh t}\sin(\mu t)\,dt
=\frac1\mu\int_x^\infty e^{-u}\sin\!\left(\mu\,\mathrm{arcosh}\frac ux\right)du,$$

with $u=x\cosh t$. For small $x$ nearly all of the integral comes from $u\sim1$, where $\mathrm{arcosh}(u/x)\approx\ln(2u/x)$. The lower limit may be set to zero at leading order. Then

$$K_{i\mu}(x)\approx\frac1\mu\,\mathrm{Im}\left[\left(\frac2x\right)^{i\mu}\int_0^\infty e^{-u}u^{i\mu}du\right]
=\frac{|\Gamma(1+i\mu)|}{\mu}\sin\theta,$$

$$\theta=\mu\ln\frac2x+\arg\Gamma(1+i\mu). \tag{13}$$

The error is of relative order $x^2$, measured against the amplitude of the sine. The reason is that the solutions of the Bessel equation near $x=0$ are $x^{\pm i\mu}$ times power series in $x^2$, and the integral has fixed the two leading coefficients.

At $r=R$ we have $x^2=8m\zeta R$, so $\ln(2/x)=\frac12\ln[1/(2m\zeta R)]$ and

$$\theta(R)=g\ln\frac{1}{2m\zeta R}+\arg\Gamma(1+2ig). \tag{14}$$

Since $\theta$ changes by $-\mu\,d\ln x=-g\,d\ln r$, the exterior logarithmic derivative is $rG'/G=-g\cot\theta$. On the inner side $kR=\zeta+O(mR)$. The matching condition becomes

$$-g\cot\theta=\zeta\cot\zeta,\qquad\text{or}\qquad \theta=n\pi-\arctan\frac{g\tan\zeta}{\zeta}, \tag{15}$$

up to corrections of order $mR$. The second form assumes $\zeta<\pi/2$.

The case $n=0$ would need $\theta$ and the arctangent to add to zero. For small $R$ and $g>0$ both are positive, so the first root has $n=1$. Its $\theta$ starts below $\pi$ at the shell and decreases outward. The sine therefore has no zero in the region where (13) holds. For $x>\mu$ the Bessel equation makes $K$ convex in $\ln x$ wherever it is positive, and a decaying function of this kind has no zero either. When $g$ is small these two regions overlap. Inside the shell $\sin kr$ has no zero for $0<r\le R$, because $kR<\pi$. The root $n=1$ is the 1s level.

### Expansion for a very small nucleus

For fixed $n=1$ and $mR\to0$ the logarithm in (14) grows, so $g\to0$. I expand each piece of (15) through $g^3$. First,

$$\ln\frac1{2m\zeta R}=L-\ln2-\ln\zeta,\qquad \ln\zeta=\tfrac12\ln(1+g^2)=\frac{g^2}{2}+O(g^4).$$

The product formula $1/\Gamma(1+z)=e^{\gamma z}\prod_{j\ge1}(1+z/j)e^{-z/j}$, with Euler's constant $\gamma$, gives

$$\arg\Gamma(1+i\mu)=-\gamma\mu+\sum_{j\ge1}\left(\frac\mu j-\arctan\frac\mu j\right)
=-\gamma\mu+\frac{\zeta_R(3)}{3}\mu^3+O(\mu^5), \tag{16}$$

where $\zeta_R(3)=\sum_jj^{-3}$ is a value of the Riemann zeta function. With $\mu=2g$ the two terms are $-2\gamma g$ and $\frac83\zeta_R(3)g^3$.

Finally, since $\zeta-1=g^2/2+O(g^4)$ and the derivative of $\tan\zeta/\zeta$ at $\zeta=1$ is $1+\tan^21-\tan1$,

$$\arctan\frac{g\tan\zeta}{\zeta}=g\tan1+\frac{g^3}{2}(1+\tan^21-\tan1)-\frac{g^3}{3}\tan^31+O(g^5).$$

Angles are in radians. Collecting all terms,

$$g\Lambda+Dg^3+O(g^5)=\pi,\qquad \Lambda=L+C,\quad C=-\ln2-2\gamma+\tan1=-0.290, \tag{17}$$

$$D=\frac{8\zeta_R(3)}3-\frac12+\frac{1+\tan^21-\tan1}2-\frac{\tan^31}3=2.380.$$

Solving by iteration, $g=\pi/\Lambda-D\pi^3/\Lambda^4+\dots$. Then $\zeta=1+g^2/2-g^4/8+\dots$ yields

$$\boxed{\zeta_c=1+\frac{\pi^2}{2\Lambda^2}-\frac{\pi^4}{8\Lambda^4}+O(\Lambda^{-5}),\qquad \Lambda=\ln\frac1{mR}+C.} \tag{18}$$

Replacing $\Lambda$ by $L$ multiplies the second term by $(1+C/L)^2\approx1+2C/L$. Popov's estimate therefore has a relative error in $\zeta_c-1$ that vanishes as $1/L$.

The constant can be checked against the box picture in the limit $g\to0$. Near the outer wall, where $\theta\ll1$, (13) becomes $G\approx\ln(2/x)-\gamma$. This straight line in $\ln r$ vanishes at $x=2e^{-\gamma}$, that is, at $r=e^{-2\gamma}/(2m)$ for $\zeta=1$. That is the outer wall. On the nuclear side, $dG/d\tau=G\cot1$ at the shell, so the tangent to the wave there extrapolates to zero a distance $\tan1$ below $\ln R$. The separation of the two zeros is $\ln(1/2mR)-2\gamma+\tan1$, which is $\Lambda$.

### Other levels and other nuclei

The second $s_{1/2}$ root has $n=2$ and $g\Lambda\to2\pi$, so its $\zeta-1$ is four times larger at leading order. At $mR=10^{-40}$ the numerical root of the full condition has $g\Lambda/\pi=1.9998$.

For $p_{1/2}$, $\kappa^2$ is again one and the exterior function is the same. The interior equation has the centrifugal term $2/r^2$, with regular solution $G=\sin z/z-\cos z$, $z=kr$. Its derivative is $\cos z/z-\sin z/z^2+\sin z$. At $z=1$ this is $\cos1$, while $G=\sin1-\cos1$. The quantity $G/(RG')$, which was $\tan1$ before, is now $\tan1-1$. Thus $C$ is smaller by one, the box is shorter, and the $p_{1/2}$ level reaches $-m$ at a larger charge. The leading term (12) does not separate the two levels.

For another charge distribution confined within $R$, write $V=-(\zeta/R)v(r/R)$ inside. As $mR\to0$ the terms $E\pm m$ drop out there, and in the variable $r/R$ the interior equations no longer contain $R$. They supply a number $\xi=RG'/G$ at $\zeta=1$. If $\xi>0$, the steps above give the same law with $\tan1$ replaced by $1/\xi$. For a uniformly charged sphere, numerical integration of the interior gives $C=-0.028$.

The larger $C$ of the sphere means a smaller critical charge at equal, very small $R$. The direction holds at any radius. The sphere's potential $-\zeta(3-r^2/R^2)/(2R)$ lies below $-\zeta/R$ inside, and changing one potential continuously into the other lowers the energy at each step, by the same argument that gave $dE/d\zeta<0$.

### The example, estimate by estimate

For $mR=0.02$, $L=\ln50=3.912$ and $\Lambda=3.912-0.290=3.622$. Popov's estimate and the first two terms of (18) give

$$1+\frac{\pi^2}{2(3.912)^2}=1.322,\qquad 1+\frac{\pi^2}{2(3.622)^2}=1.376.$$

These can be set beside the numerical solution of the phase equation (15) and of the full condition:

| Condition | $\zeta_c$ | $Z_c$ |
|---|---|---|
| full matching | 1.2485 | 171.1 |
| phase equation | 1.2491 | 171.2 |
| Popov, $L$ | 1.322 | 181.2 |
| with constant, $\Lambda$ | 1.376 | 188.6 |

Relative to $\zeta_c-1=0.2485$, Popov's estimate is too large by 30 percent and the version with the constant by 51 percent. Adding the correct constant has made the result worse. The next term of (18), $-\pi^4/(8\Lambda^4)=-0.071$, lowers the value to 1.305, which is still 23 percent too large in $\zeta_c-1$.

The phase equation locates the cause. It neglects terms of order $mR$, yet its error in $\zeta_c-1$ is about 0.2 percent. Part of this accuracy is a cancellation: with the exact Bessel function outside and only $kR$ replaced by $\zeta$, the root is 1.2458, which is 1.1 percent too low in $\zeta_c-1$. Even that is small beside the errors of the closed formulas. The nucleus is small enough; the expansion in $g$ is what fails. In (16) the term $j=1$ contains $\arctan\mu$, whose power series converges for $|\mu|<1$. Here $\mu=2g=1.50$, outside that range. At this radius one should solve the phase equation, or the full condition, numerically.

In the same model the full condition for $2p_{1/2}$ gives $\zeta=1.345$, or $Z=184.3$. The 1s level thus arrives first by about 13 units of charge.

### How slowly the logarithm wins

To expose the limit, the full condition was solved over a range of radii that extends far below the size of any physical nucleus. The last column divides the computed $\zeta_c-1$ by Popov's $\pi^2/(2L^2)$.

| $mR$ | $L$ | $\zeta_c-1$ | ratio |
|---|---|---|---|
| $10^{-2}$ | 4.61 | $1.937\times10^{-1}$ | 0.832 |
| $10^{-3}$ | 6.91 | $9.764\times10^{-2}$ | 0.944 |
| $10^{-6}$ | 13.8 | $2.619\times10^{-2}$ | 1.013 |
| $10^{-10}$ | 23.0 | $9.466\times10^{-3}$ | 1.017 |
| $10^{-40}$ | 92.1 | $5.852\times10^{-4}$ | 1.006 |
| $10^{-200}$ | 461 | $2.330\times10^{-5}$ | 1.001 |

The ratio crosses one and then returns to it from above. Equation (17) explains this. Keeping the first corrections to $g^2/2$,

$$\frac{\zeta_c-1}{\pi^2/(2L^2)}\approx\left(1+\frac CL\right)^{-2}\left(1-\frac{\pi^2}{4\Lambda^2}-\frac{2D\pi^2}{\Lambda^3}\right).$$

The first factor exceeds one because $C<0$; the second is below one. At $mR=10^{-10}$, $\Lambda=22.74$, and the product is $1.0257\times(1-0.0048-0.0040)=1.017$, as in the table. At the smallest radius the first factor dominates, and $-2C/L=0.580/461=0.0013$ accounts for the remaining excess.

The near agreement of (12) at $mR=10^{-6}$ is therefore a partial cancellation of two corrections, not a sign that both are negligible. For a nucleus of several femtometres, (12) shows why the critical coupling lies above one and why it depends weakly on the radius. The charge itself has to come from the matching condition. Even that value, 171.1 here, belongs to a bare static shell of the chosen radius. A different charge distribution, other electrons or radiative corrections would shift it.
